\section*{The Fröhlich coupling constant of an oxide semiconductor}

\section*{Problem}

An electron moves in the conduction band of an ionic semiconductor. Its band mass, with the lattice held rigid, is $m_b=0.3$ in units of the free-electron mass $m_e$. The longitudinal optical (LO) phonon energy is $\hbar\omega=50$ meV. The dielectric constant is $\varepsilon_\infty=4$ when the ions are frozen and $\varepsilon_s=10$ when they can follow a static field.

\begin{enumerate}
\item[(a)] Find the coupling between the electron and one LO phonon from these data.
\item[(b)] The Fröhlich constant $\alpha$ is defined by writing the second-order energy shift of an electron at rest as $-\alpha\hbar\omega$. Derive its formula and calculate its value.
\item[(c)] What does the value imply for the electron's energy and mass, and how far can these estimates be trusted?
\end{enumerate}

Assume one isotropic parabolic band, one LO branch of constant frequency, a continuous medium, zero temperature and a single electron.

\section*{Hints}

\begin{enumerate}
\item Describe the ions by one displacement field $\mathbf w$. The electron's charge fixes the electric displacement $\mathbf D$, not the electric field $\mathbf E$. Rewrite the force on the ions in terms of $\mathbf D$.
\item The ions lower the energy of a given $\mathbf D$. What combination of $\varepsilon_\infty$ and $\varepsilon_s$ measures this?
\item In the energy shift, the $1/q^2$ of the squared coupling cancels the $q^2$ of the volume element. One elementary integral remains.
\item In Rydberg atomic units, $\hbar=1$, $m_e=1/2$ and $e^2/4\pi\varepsilon_0=2$. The phonon energy then enters as its ratio to the Rydberg energy.
\item For the mass, give the electron a small wavevector and expand the shift to second order in it.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The coupling}

Scale $\mathbf w$ so that the ionic kinetic energy density is $\dot{\mathbf w}^2/2$. With $\omega_T$ the transverse optical (TO) frequency, the polarization and the equation of motion are
\begin{align}
\mathbf P&=\gamma\mathbf w+\varepsilon_0(\varepsilon_\infty-1)\mathbf E,\\
\ddot{\mathbf w}&=-\omega_T^2\mathbf w+\gamma\mathbf E .
\end{align}
The second term of $\mathbf P$ is the fast electronic response. In a static field $\mathbf w=\gamma\mathbf E/\omega_T^2$, so
\begin{equation}
\mathbf D=\varepsilon_0\mathbf E+\mathbf P
=\left(\varepsilon_0\varepsilon_\infty+\frac{\gamma^2}{\omega_T^2}\right)\mathbf E .
\end{equation}
This must equal $\varepsilon_0\varepsilon_s\mathbf E$, which fixes
\begin{equation}
\gamma^2=\varepsilon_0(\varepsilon_s-\varepsilon_\infty)\omega_T^2 .
\end{equation}

For a longitudinal wave, $\mathbf D$ is set by the external charge. At any instant $\mathbf D=\varepsilon_0\varepsilon_\infty\mathbf E+\gamma\mathbf w$, hence $\mathbf E=(\mathbf D-\gamma\mathbf w)/(\varepsilon_0\varepsilon_\infty)$. The equation of motion becomes
\begin{equation}
\ddot{\mathbf w}=-\omega^2\mathbf w+\frac{\gamma}{\varepsilon_0\varepsilon_\infty}\mathbf D,
\qquad
\omega^2=\omega_T^2+\frac{\gamma^2}{\varepsilon_0\varepsilon_\infty}
=\omega_T^2\,\frac{\varepsilon_s}{\varepsilon_\infty}.
\end{equation}
The LO frequency $\omega$ therefore enters, because the electron's Coulomb field drives longitudinal motion. The potential energy density that gives this force is
\begin{equation}
u=\tfrac12\omega^2\mathbf w^2-\frac{\gamma}{\varepsilon_0\varepsilon_\infty}\mathbf w\cdot\mathbf D .
\end{equation}
Its minimum lies at $\mathbf w=\gamma\mathbf D/(\varepsilon_0\varepsilon_\infty\omega^2)$, where
\begin{equation}
u_{\min}=-\frac{\gamma^2D^2}{2\varepsilon_0^2\varepsilon_\infty^2\omega^2}
=-\frac{D^2}{2\varepsilon_0}\,
\frac{\varepsilon_s-\varepsilon_\infty}{\varepsilon_\infty\varepsilon_s}
=-\frac{\kappa D^2}{2\varepsilon_0},
\qquad
\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}.
\end{equation}
The middle step used $\omega_T^2/\omega^2=\varepsilon_\infty/\varepsilon_s$. Thus $\kappa$ measures the energy gained by ionic relaxation. If $\varepsilon_s=\varepsilon_\infty$, the ions carry no polarization and the coupling vanishes.

Now quantize the longitudinal field in a volume $V$:
\begin{equation}
\mathbf w(\mathbf r)=\sum_{\mathbf q} i\hat{\mathbf q}\,A
\left(b_{\mathbf q}+b^\dagger_{-\mathbf q}\right)e^{i\mathbf q\cdot\mathbf r},
\qquad A=\sqrt{\frac{\hbar}{2\omega V}} .
\end{equation}
This amplitude gives each mode the zero-point potential energy $\tfrac12 V\omega^2A^2=\hbar\omega/4$, as an oscillator requires. For an electron at $\mathbf r_e$, $\nabla\cdot\mathbf D=-e\,\delta(\mathbf r-\mathbf r_e)$. Writing
\begin{equation}
\mathbf D(\mathbf r)=\frac1V\sum_{\mathbf q}\hat{\mathbf q}\,D_q
e^{i\mathbf q\cdot(\mathbf r-\mathbf r_e)}
\end{equation}
gives $iqD_q=-e$, so $D_q=ie/q$. In $\int\mathbf w\cdot\mathbf D\,d^3r$, the component $\mathbf q$ of $\mathbf w$ meets the component $-\mathbf q$ of $\mathbf D$. The factors combine as $i\cdot(-1)\cdot i=1$. The interaction is therefore
\begin{equation}
H_{\rm int}=\sum_{\mathbf q}V_q\left(b_{\mathbf q}+b^\dagger_{-\mathbf q}\right)
e^{i\mathbf q\cdot\mathbf r_e},\qquad
V_q=-\frac{\gamma eA}{\varepsilon_0\varepsilon_\infty q}.
\end{equation}
From the expression for $u_{\min}$, $\gamma^2/(\varepsilon_0^2\varepsilon_\infty^2)=\kappa\omega^2/\varepsilon_0$. Hence
\begin{equation}
|V_q|^2=\frac{\kappa\omega^2}{\varepsilon_0}\,\frac{e^2}{q^2}\,
\frac{\hbar}{2\omega V}
=\frac{\kappa e^2\hbar\omega}{2\varepsilon_0Vq^2}.
\end{equation}

\subsection*{(b) The formula and its value}

In Rydberg units $e^2/\varepsilon_0=8\pi$, so $|V_q|^2=4\pi\kappa\omega/(Vq^2)$. The kinetic energy of wavevector $q$ is $q^2/m_b$, because $2m_bm_e=m_b$.

The electron at rest emits a phonon of wavevector $\mathbf q$ and recoils with $-\mathbf q$. This intermediate state lies $\omega+q^2/m_b$ above the initial one. Second-order perturbation theory gives
\begin{align}
\Delta E&=-\sum_{\mathbf q}\frac{|V_q|^2}{\omega+q^2/m_b}\nonumber\\
&=-\frac{V}{8\pi^3}\int_0^\infty4\pi q^2\,dq\,
\frac{4\pi\kappa\omega}{Vq^2}\,\frac1{\omega+q^2/m_b}\nonumber\\
&=-\frac{2\kappa\omega}{\pi}\int_0^\infty\frac{dq}{\omega+q^2/m_b}.
\end{align}
Set $q=\sqrt{m_b\omega}\,t$. The integral becomes
\begin{equation}
\frac{\sqrt{m_b\omega}}{\omega}\int_0^\infty\frac{dt}{1+t^2}
=\frac{\pi}{2}\sqrt{\frac{m_b}{\omega}},
\end{equation}
and therefore
\begin{equation}
\Delta E=-\kappa\sqrt{m_b\omega}=-\alpha\omega,\qquad
\alpha=\kappa\sqrt{\frac{m_b}{\omega}}
=\kappa\sqrt{\frac{m_b\,\mathrm{Ry}}{\hbar\omega}} .
\end{equation}
In the last form Ry is the Rydberg energy, and any energy unit may be used.

The numbers are
\begin{align}
\kappa&=\frac14-\frac1{10}=0.15,\\
\frac{m_b\,\mathrm{Ry}}{\hbar\omega}
&=\frac{0.3\times13605.7\ \mathrm{meV}}{50\ \mathrm{meV}}=81.63,\\
\alpha&=0.15\times\sqrt{81.63}=0.15\times9.035=1.355\approx1.36 .
\end{align}
The last rounding starts from the unrounded value 1.3553. Numerical integration of the phonon sum in eV and nm gives the same 1.3553.

Two substitutions show what each input does. The TO energy is $50\sqrt{4/10}=31.6$ meV; using it in place of the LO energy would give 1.70. Replacing $\kappa$ by $1/\varepsilon_\infty$ would give 2.26, because it would credit the ions with the whole field energy left by electronic screening. At fixed $\kappa$, a heavier band mass or a softer phonon raises $\alpha$ as $\sqrt{m_b/\omega}$.

\subsection*{(c) What the value implies}

The second-order shift is
\begin{equation}
\Delta E=-1.355\times50\ \mathrm{meV}\approx-68\ \mathrm{meV}
\quad(-0.00498\ \mathrm{Ry}).
\end{equation}
It is measured from the band edge with the ions frozen.

The first-order state contains a phonon $\mathbf q$ with amplitude of magnitude $|V_q|/(\omega+q^2/m_b)$. To lowest order in $\alpha$, the mean phonon number is
\begin{equation}
N=\frac{2\kappa\omega}{\pi}\int_0^\infty\frac{dq}{(\omega+q^2/m_b)^2}
=\frac{2\kappa\omega}{\pi}\,\frac{\sqrt{m_b\omega}}{\omega^2}\,\frac{\pi}{4}
=\frac{\alpha}{2}=0.68 .
\end{equation}
Here $\int_0^\infty dt/(1+t^2)^2=\pi/4$. A lowest-order estimate this close to one means that states with more phonons carry real weight in the wavefunction: to lowest order the two-phonon weight, relative to the bare state, is $0.134\,\alpha^2\approx0.25$. Their effect on the energy is small, however: fourth-order perturbation theory adds $-0.0159\,\alpha^2\hbar\omega\approx-1.5$ meV, about 2\% of the shift.

For the mass, let the electron have wavevector $K$, and let $\mu$ be the cosine of the angle between $\mathbf K$ and $\mathbf q$. The energy denominator becomes
\begin{equation}
\omega+\frac{(\mathbf K-\mathbf q)^2-K^2}{m_b}
=\omega\left(1+t^2-2xt\mu\right),
\end{equation}
with $t=qr_p$, $x=Kr_p$ and the polaron length $r_p=1/\sqrt{m_b\omega}$. Averaging over angle,
\begin{equation}
\Delta E(K)=-\frac{2\alpha\omega}{\pi}\int_0^\infty dt\,
\frac12\int_{-1}^{1}\frac{d\mu}{1+t^2-2xt\mu}.
\end{equation}
Expand for small $x$. The term linear in $\mu$ averages to zero, and $\mu^2$ averages to $1/3$:
\begin{equation}
\frac12\int_{-1}^{1}\frac{d\mu}{1+t^2-2xt\mu}
\approx\frac1{1+t^2}+\frac{4x^2t^2}{3(1+t^2)^3}.
\end{equation}
With $t=\tan\theta$,
\begin{equation}
\int_0^\infty\frac{t^2\,dt}{(1+t^2)^3}
=\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\frac{\pi}{16}.
\end{equation}
Since $\omega x^2=K^2/m_b$, the shift is $-\alpha\omega-(\alpha/6)K^2/m_b$. Adding the band energy gives
\begin{equation}
E(K)\approx-\alpha\omega+\frac{K^2}{m_b}\left(1-\frac{\alpha}{6}\right).
\end{equation}
The electron is heavier because it carries its lattice distortion along. Inverting the bracket gives a mass ratio $1/(1-\alpha/6)=1.29$; expanding the inverse to first order gives $1+\alpha/6=1.23$. Both agree to the order calculated. Their difference indicates that terms in $\alpha^2$ matter, but it is not an error bound. Fourth-order perturbation theory gives $1+\alpha/6+0.0236\,\alpha^2=1.27$, between the two. The value of $\alpha$ needs no such reservation: it follows from the inputs, whereas the shift and mass are weak-coupling estimates.

The continuum assumption can also be examined. In ordinary units $r_p=\sqrt{\hbar^2/(2m_bm_e\hbar\omega)}=1.59$ nm. Take a rough metal--metal distance $a=0.33$ nm and stop the phonon sum at $q=\pi/a$. The integral in (b) then keeps the fraction
\begin{equation}
\frac2\pi\arctan\frac{\pi r_p}{a}=0.958 .
\end{equation}
This cutoff removes about 4\% of the continuum shift, but it keeps the band parabolic up to 11.5 eV. A band that flattens at large $q$ works the other way: a simple cubic tight-binding band of the same mass, summed over its cubic zone with the same coupling, keeps 0.99 of the continuum shift, and stronger nonparabolicity pushes the fraction above one. A band with $E(1+\beta E)=\hbar^2q^2/(2m_bm_e)$, cut at $\pi/a$ with the same coupling, keeps 1.04, 1.07 and 1.14 for $\beta=0.3$, 0.5 and $1\ \mathrm{eV^{-1}}$. The cutoff estimate therefore fixes neither the sign nor the size of the short-wavelength correction: across these model bands it runs from $-4\%$ to $+14\%$.

\subsection*{Comparison with a real oxide film}

The parameters are round values in the rough regime of amorphous indium gallium zinc oxide, not data for a particular film. The assumption most strained there is that of a freely moving electron. Take a rough mobility $\mu_e=10\ \mathrm{cm^2/Vs}$ and read it as Drude scattering, $\mu_e=e\tau/(m_bm_e)$. Then $\tau=1.706$ fs, and with $\hbar=658.2$ meV fs,
\begin{equation}
\frac{\hbar}{\tau}=\frac{658.2}{1.706}\ \mathrm{meV}\approx386\ \mathrm{meV},
\end{equation}
about 7.7 times the phonon energy. Traps and percolation also lower a measured mobility, so the Drude reading may overstate the broadening. If it is even roughly right, wavevector is poorly defined on the scale of the phonon energy, and neither the 68 meV shift nor the mass ratio is quantitative for such a film. The value of $\alpha$ still characterizes the input parameters.

Other carriers matter too. Displacing a slab of electrons of density $n$ by $s$ creates a restoring field $nes/(\varepsilon_0\varepsilon_\infty)$, so the undamped plasma frequency obeys $\omega_p^2=ne^2/(\varepsilon_0\varepsilon_\infty m_bm_e)$. At $n=10^{18}\ \mathrm{cm^{-3}}$ this gives $\hbar\omega_p=33.9$ meV. Since $\omega_p\propto\sqrt n$, it reaches 50 meV at $2.2\times10^{18}\ \mathrm{cm^{-3}}$. Near and above that density, screening by the carriers cannot be left out, and carrier effects set in earlier. At $10^{18}\ \mathrm{cm^{-3}}$ the upper of the two undamped coupled plasmon--phonon modes already lies at 57.5 meV, and the lower at 18.7 meV. Band filling also changes the occupation factors in the phonon sum. With unscreened coupling it reduces the magnitude of the second-order shift at the band bottom by 13 meV at $10^{18}\ \mathrm{cm^{-3}}$ and 300 K, about 16\% of the 79 meV found in Variation 2, and by about 2\% at $10^{17}\ \mathrm{cm^{-3}}$. This is only the phonon part of the change: exchange among the carriers, screened by $\varepsilon_\infty$, moves the same level the other way by 20.5 meV at $10^{18}\ \mathrm{cm^{-3}}$ and 300 K. A free electron gas at zero temperature would lose about 29\% of the shift at $10^{17}\ \mathrm{cm^{-3}}$, but that density lies well below the Mott estimate of about $3\times10^{18}\ \mathrm{cm^{-3}}$ for hydrogenic donors with these parameters, so carriers supplied by donors would be bound there. Strong scattering would damp the plasma motion, so this density is a guide, not a sharp limit.

\section*{Variation 1: two phonon branches}

\emph{Let two LO branches, at 30 and 70 meV, each supply half of $\kappa$. Keep the band mass fixed. Find the total $\alpha$ and the shift.}

To second order the electron emits one phonon from either branch, so the shifts add. Each branch has $\kappa_i=0.075$:
\begin{align}
\alpha_1&=0.075\sqrt{\frac{0.3\times13605.7}{30}}=0.875,\\
\alpha_2&=0.075\sqrt{\frac{0.3\times13605.7}{70}}=0.573 .
\end{align}
The sum is 1.448, about 7\% above the one-branch value, although the mean phonon energy is still 50 meV. The softer branch gains more from the factor $\omega^{-1/2}$ than the harder one loses. The sum fixes the phonon number, $N=(\alpha_1+\alpha_2)/2$, and the mass factor, $1-(\alpha_1+\alpha_2)/6$. It is not the shift divided by 50 meV, which is 1.33. The energy shift behaves differently:
\begin{equation}
\Delta E=-(0.875\times30+0.573\times70)\ \mathrm{meV}\approx-66\ \mathrm{meV}.
\end{equation}
It is slightly smaller in magnitude than before, because each contribution varies as $\kappa_i\sqrt{\omega_i}$.

\section*{Variation 2: thermal phonons at 300 K}

\emph{Return to one branch at 50 meV. Find the second-order shift of an electron at rest at 300 K, with the material parameters held fixed.}

With $kT=25.85$ meV, the mean occupation of each mode is
\begin{equation}
n_B=\frac1{e^{50/25.85}-1}=0.169 .
\end{equation}
Emission is enhanced by $n_B+1$. Absorption has weight $n_B$, and its intermediate state differs in energy from the initial one by $q^2/m_b-\omega$. In the variable $t$,
\begin{equation}
\Delta E=-\frac{2\alpha\omega}{\pi}\left[(n_B+1)\int_0^\infty\frac{dt}{1+t^2}
-n_B\,\mathcal P\!\int_0^\infty\frac{dt}{1-t^2}\right],
\end{equation}
where $\mathcal P$ denotes the principal value. An antiderivative of the second integrand is $\frac12\ln|(1+t)/(1-t)|$. It vanishes at $t=0$ and as $t\to\infty$. At $t=1\mp\delta$ its values differ by $\frac12\ln[(2-\delta)/(2+\delta)]$, which tends to zero with $\delta$. The principal value is therefore zero, and
\begin{equation}
\Delta E=-(1+n_B)\alpha\hbar\omega=-1.169\times67.8\ \mathrm{meV}\approx-79\ \mathrm{meV}.
\end{equation}
The constant $\alpha$ is unchanged. The pole at $t=1$ marks real absorption of a phonon, which gives the state a finite lifetime; the result is the real part of its energy. Near the pole $1-t^2\approx-2(t-1)$, so the absorption integral has an imaginary part of magnitude $\pi/2$ and the energy one of magnitude $\alpha n_B\hbar\omega$. Twice this is the width $\hbar/\tau=2\alpha n_B\hbar\omega\approx23$ meV, a lifetime of about 29 fs, so the level is broadened by nearly half the phonon energy. Shift and width apply to an electron at rest, not to an average over thermally moving electrons.

\section*{Table of computed values}
\begin{verbatim}
band mass: 0.30 electron masses
LO phonon energy: 50.0 meV
high-frequency dielectric constant: 4.0
static dielectric constant: 10.0
kappa: 0.1500
Rydberg energy: 13605.7 meV
mass*Ry/E_LO: 81.634
square root of that ratio: 9.0352
alpha from formula: 1.3553
alpha from phonon sum: 1.3553
polaron length r_p: 1.594 nm
second-order energy shift: -67.76 meV
same shift: -0.004981 Ry
first-order phonon number: 0.678
mass ratio 1+alpha/6: 1.226
mass ratio 1/(1-alpha/6): 1.292
TO phonon energy: 31.62 meV
wrong alpha using TO energy: 1.704
wrong alpha using 1/eps_inf: 2.259
rough metal-metal distance: 0.33 nm
shift kept after cutoff: 95.8 percent
temperature: 300 K
thermal energy kT: 25.85 meV
thermal phonon occupation: 0.169
shift at rest with thermal phonons: -79.2 meV
two-mode energies: 30, 70 meV
two-mode alphas: 0.875, 0.573
two-mode total alpha: 1.448
carrier density: 1.0e+18 cm^-3
plasmon energy: 33.9 meV
Fermi energy at zero temperature: 12.2 meV
density where plasmon meets phonon: 2.18e+18 cm^-3
rough mobility: 10 cm^2/Vs
Drude scattering time: 1.71 fs
disorder broadening hbar/tau: 0 meV
broadening / phonon energy: 0.0
\end{verbatim}
